# Choosing the Smoothing Strength for Film Stress from Growth Curvature

A film grows on a wafer while one instrument records the wafer's curvature and another the film thickness. A film in tension pulls the wafer concave on the film side; a film in compression bends it the other way. The curvature reports the total force in the film, whereas the grower wants to know what the last nanometre contributed. That requires a derivative of noisy data, and the derivative requires a smoothing strength \(\lambda\). This guide derives what \(\lambda\) does and how to set it.

The setting belongs to the evaluation of the record, not to an electronic-structure calculation. Such a calculation can supply the elastic constants behind the substrate's biaxial modulus \(M\). Since the inferred force is proportional to \(M\), a relative error in \(M\) passes unchanged into the stress, provided the smoothing length defined below is kept.

## From curvature to force

Let the substrate have thickness \(H\), and let \(y\) be the height above its mid-plane. Bending is small, elastic and equal in both in-plane directions. Tension is positive and gives positive curvature \(\kappa\), so the substrate strain is \(e-\kappa y\). A thin film at \(y=H/2\) carries a force per width \(F\), the stress-thickness. Without external load, force and moment vanish:

\[
MHe+F=0,\qquad -\frac{MH^3}{12}\kappa+\frac{FH}{2}=0 .
\]

The second equation gives \(\kappa=6F/(MH^2)\). With an initial curvature \(\kappa_0\),

\[
\frac{MH^2}{6}\,\kappa=F_0+F(h),\qquad F_0=\frac{MH^2}{6}\,\kappa_0 .
\]

Stress in GPa times thickness in nm gives \(F\) in N/m. Temperature changes during the record and changes of surface stress, especially in the first layers, also bend the wafer. They are taken here as negligible or already subtracted; otherwise they appear in the inferred stress.

The film also stiffens the plate. Let its modulus be \(rM\), and let a new layer \(dh\) arrive with stress \(s\) at height \(H/2+h\). With \(A,B,D\) the integrals of the modulus times \(1,y,y^2\), the added strain and curvature obey

\[
A\,de-B\,d\kappa=-s\,dh,\qquad B\,de-D\,d\kappa=-s\,dh\left(\tfrac H2+h\right).
\]

Eliminating \(de\) gives

\[
d\kappa\left(D-\frac{B^2}{A}\right)=s\,dh\left(\frac H2+h-\frac BA\right).
\]

To first order in \(\eta=h/H\), \(B/A=r\eta H/2\), \(D=(MH^3/12)(1+3r\eta)\), and \(B^2/A\) is of second order. Hence

\[
\frac{d\kappa}{dh}=\frac{6s}{MH^2}\,\frac{1+(2-r)\eta}{1+3r\eta}
\simeq\frac{6s}{MH^2}\left[1+(2-4r)\frac hH\right].
\]

For constant \(s\), integration gives a relative correction \((1-2r)h/H\) to the curvature, which a layer-by-layer plate balance confirms. For films much thinner than the substrate it can be dropped.

## What the derivative means

Let \(\sigma(z;h)\) be the stress at depth coordinate \(z\), measured from the substrate, when the film has thickness \(h\). Then \(F(h)=\int_0^h\sigma(z;h)\,dz\), and both the upper limit and the integrand depend on \(h\):

\[
s(h)\equiv\frac{dF}{dh}=\sigma(h;h)+\int_0^h\frac{\partial\sigma(z;h)}{\partial h}\,dz .
\]

The first term is the stress of arriving material; the second is the change in everything already buried. The increment \(s(h)\) is a depth profile of stress if buried layers keep their stress, apart from the small elastic change due to bending.

A relaxing film shows the difference. Let material arrive at \(\sigma_a\) and relax towards \(\sigma_f\) over a further thickness \(w\):

\[
\sigma(z;h)=\sigma_f+(\sigma_a-\sigma_f)e^{-(h-z)/w}.
\]

The buried term is \(-(\sigma_a-\sigma_f)(1-e^{-h/w})\), so

\[
s(h)=\sigma_f+(\sigma_a-\sigma_f)e^{-h/w}.
\]

With \(\sigma_a=1.00\), \(\sigma_f=-0.30\) GPa and \(w=10\) nm, the increment at 20 nm is \(1.0000-1.1241=-0.1241\) GPa, although the arriving material is in strong tension. A frozen film with profile \(s(z)\) has the same \(F(h)\) at every thickness. At \(z=10\) nm in a 40 nm film, the relaxing film has \(-0.235\) GPa and its frozen twin \(+0.178\) GPa. No value of \(\lambda\) can separate them; that takes other information, such as a depth-resolved measurement or, if the relaxation continues in time when growth stops, a growth interruption.

## What is minimised

Differencing two readings with independent force errors of standard deviation \(\varsigma\), spaced by \(\Delta h\), gives an error \(\sqrt2\,\varsigma/\Delta h\). It grows as readings become denser. The regularised estimate instead minimises

\[
J=\sum_{i=1}^N\frac{\left(F_i-F_0-\int_0^{h_i}s\,dz\right)^2}{\varsigma_i^2}
+\lambda\int (s')^2\,dz,\qquad \lambda>0 ,
\]

where \(F_i=MH^2\kappa_i/6\) and \(F_0\) is fitted too. The penalty disfavours rapid changes of stress, not stress itself.

Thickness errors belong in \(\varsigma_i\). If the recorded thickness is \(h_i=t_i+\delta_i\), with \(t_i\) the true one, then \(F(t_i)=F(h_i-\delta_i)\simeq F(h_i)-s\,\delta_i\). For independent errors,

\[
\varsigma_i^2=\varsigma_F^2+s(h_i)^2\varsigma_h^2 .
\]

This needs \(s\) to change little over \(\varsigma_h\). Because \(s\) is unknown at first, start with \(\varsigma_F\), solve, update the weights, and repeat until they settle. A common scale error is different: if every thickness is recorded as \((1+\varepsilon)t\), the chain rule divides \(s\) by \(1+\varepsilon\), and smoothing does not remove it.

For computation, let \(s\) be linear between nodes a distance \(\Delta\) apart. Keep \(\Delta\) below the smoothing length \(\ell\) derived in the next section; the worked record uses \(\Delta=0.5\) nm. If \(h_i\) covers a fraction \(t\) of an interval, that interval contributes

\[
\Delta\int_0^t[(1-\tau)s_j+\tau s_{j+1}]\,d\tau
=\Delta\left[\left(t-\tfrac{t^2}{2}\right)s_j+\tfrac{t^2}{2}s_{j+1}\right].
\]

These coefficients, with a column of ones for \(F_0\), form a matrix \(B\) (no longer the plate integral). The penalty is \(\sum_j(s_{j+1}-s_j)^2/\Delta=x^TPx\), where \(x=(F_0,s_0,s_1,\ldots)\). With \(W=\mathrm{diag}(1/\varsigma_i^2)\), setting the gradient of \(J\) to zero gives

\[
(B^TWB+\lambda P)x=B^TWF .
\]

The solution is unique if two thicknesses differ: a vector that costs nothing must have constant \(s=c\) and satisfy \(F_0+ch_i=0\) at both, so \(c=F_0=0\). Thicknesses need not be in order, which helps when noise reverses neighbours.

## What \(\lambda\) does in the interior

Let readings be dense, with \(\rho\) per nanometre and constant \(\varsigma\). Write \(\hat F\) for the fit, including its offset, and \(F\) for the data. The sum becomes an integral and \(s'=\hat F''\). Varying \(\hat F\) by \(v\) gives

\[
-\frac{\rho}{\varsigma^2}\int(F-\hat F)v\,dh+\lambda\int\hat F''v''\,dh=0 .
\]

Two integrations by parts turn the last integral into \([\hat F''v'-\hat F'''v]+\int\hat F''''v\,dh\). Since \(v\) is arbitrary,

\[
\ell^4\hat F''''+\hat F=F,\qquad
\ell=\left(\frac{\lambda\varsigma^2}{\rho}\right)^{1/4},
\]

with \(\hat F''=\hat F'''=0\) at both ends. The length \(\ell\) is the physical content of the setting. For discrete readings the data term vanishes between them, so \(\hat F''''=0\) there and \(\hat F\) is a natural cubic smoothing spline. The nodal solution was tested against such a spline.

For a component \(e^{ikh}\), the fourth derivative multiplies by \(k^4\). Away from the ends the recovered fraction is therefore

\[
T(k)=\frac{1}{1+(k\ell)^4}.
\]

Differentiation multiplies data and fit by the same \(ik\), so \(T\) applies to the stress as well. Features with \(k\ell=1\) are halved. For slow variation \(T-1\simeq-(k\ell)^4\), and the bias is \(-\ell^4s''''\): a peak with \(s''''>0\), such as a Gaussian, is lowered.

Independent reading errors act as white noise of spectral strength \(\varsigma^2/\rho\). With \(u=k\ell\),

\[
\mathrm{var}(\hat s)=\frac{\varsigma^2}{\rho}\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,k^2T^2
=\frac{\varsigma^2}{\pi\rho\ell^3}\int_0^\infty\frac{u^2\,du}{(1+u^4)^2}.
\]

Write the integrand as \(u^{-1}\,\frac{d}{du}\left[\frac{u^4}{4(1+u^4)}\right]\) and integrate by parts. The boundary term vanishes, leaving \(I/4\) with \(I=\int_0^\infty u^2/(1+u^4)\,du\). Replacing \(u\) by \(1/u\) shows that \(I=\int_0^\infty du/(1+u^4)\) too. Averaging the two forms and setting \(v=u-1/u\),

\[
I=\frac12\int_0^\infty\frac{1+u^2}{1+u^4}\,du
=\frac12\int_{-\infty}^{\infty}\frac{dv}{v^2+2}=\frac{\pi}{2\sqrt2}.
\]

Therefore

\[
\mathrm{var}(\hat s)=\frac{\sqrt2}{16}\,\frac{\varsigma^2}{\rho\,\ell^3}.
\]

For \(\varsigma=0.12\) N/m, \(\rho=4\) nm\(^{-1}\) and \(\ell=2\) nm, this gives a standard deviation of 0.0063 GPa, as the discrete estimator does.

Two working rules follow:

- Doubling \(\ell\) requires \(16\lambda\). It lowers the noise by \(2^{3/2}\simeq2.8\) and raises the leading bias by 16.
- To keep \(\ell\) when the reading density changes, scale \(\lambda\) with \(\rho\). The noise then falls as \(\rho^{-1/2}\), so denser readings help.

## What \(\lambda\) does at the ends

The end conditions flatten the recovered stress, which matters because early growth is often of interest. Near \(h=0\), let \(s\) have slope \(a\) and second derivative \(b\), with higher derivatives negligible. The fit error \(g=\hat F-F\) then obeys \(\ell^4g''''+g=0\), with \(g''(0)=-a\) and \(g'''(0)=-b\). The solution decaying into the film is

\[
g=e^{-qh}(\alpha\cos qh+\beta\sin qh),\qquad q=\frac{1}{\sqrt2\,\ell}.
\]

Differentiating,

\[
g'(0)=q(\beta-\alpha),\quad g''(0)=-2q^2\beta,\quad g'''(0)=2q^3(\alpha+\beta).
\]

The end conditions give \(\beta=a\ell^2\) and \(\alpha=-a\ell^2-\sqrt2\,\ell^3b\). The biases of stress and offset are

\[
\hat s(0)-s(0)=\sqrt2\,\ell a+\ell^2b,\qquad g(0)=-a\ell^2-\sqrt2\,\ell^3b .
\]

The end bias starts at first order in \(\ell\), the interior bias at fourth. By reflection, the slope term changes sign at the final thickness: a stress still rising when growth stops is underestimated.

## Letting the data choose

If the reading errors are independent of one another and their sizes are known, \(\lambda\) can be selected without knowing \(s\). Divide each reading by its \(\varsigma_i\), so that the data are \(y=\mu+n\), with true values \(\mu\) and unit-variance noise \(n\). The fit is \(Ay\), where \(A\) is now the influence matrix. Its squared residual is

\[
\chi^2=|\mu-Ay+n|^2=|\mu-Ay|^2+2n\cdot(\mu-Ay)+|n|^2 .
\]

On average \(n\cdot\mu\) vanishes, \(n\cdot Ay\) gives \(\mathrm{tr}A\), and \(|n|^2\) gives \(N\). Thus, for fixed weights and fixed \(\lambda\),

\[
\left\langle\chi^2+2\,\mathrm{tr}A-N\right\rangle=\left\langle|\mu-Ay|^2\right\rangle .
\]

Evaluate the left-hand quantity on a logarithmic grid of \(\lambda\) and take the minimum. In repeated simulated records with exact thicknesses and noise of size \(\varsigma_i\) on the force, all evaluated at the same fixed \(\lambda\), its mean was 17.79, against a true mean loss of 17.83. A single record scatters about this mean by roughly 20, mostly through \(|n|^2\), which is the same for every \(\lambda\). The position of the minimum is informative, but its value is not.

There are two cautions. The criterion measures the error of \(F\), not of \(s\), so its choice need not be best for the stress. It also relies on the stated noise: if \(\varsigma_i\) is too small, residual noise looks like signal and the choice tends towards too little smoothing. Errors that are positively correlated over a few neighbouring readings can do the same even when every \(\varsigma_i\) is right: \(n\cdot Ay\) then averages more than \(\mathrm{tr}A\), so the criterion undercounts the cost of following the noise. Drift that is slow compared with \(\ell\) acts differently. It need not lower the chosen \(\lambda\); the fit follows it at any usable \(\lambda\), and its slope appears in the stress.

## A worked record

The model increment, in GPa with \(h\) in nm, is

\[
s(h)=-0.2-0.5\,e^{-h/5}+1.1\,e^{-[(h-18)/6]^2}.
\]

It is compressive, then tensile, then compressive again. The substrate has \(M=180\) GPa and \(H=200\) µm, so \(MH^2/6=1200\) N. There are 240 readings up to 60 nm, 0.25 nm apart. Curvature noise of \(10^{-4}\) m\(^{-1}\) becomes \(\varsigma_F=0.12\) N/m; thickness noise is 0.10 nm. For a film modulus of 150 GPa, the stiffness correction to the increment at 60 nm is \(-4\times10^{-4}\), relative to the increment, and is neglected.

Raw differencing with perfectly known thickness would have an error \(\sqrt2\times0.12/0.25=0.68\) GPa, comparable with the tensile peak itself. The selection gives \(\lambda=316\) nm/GPa\(^2\). At 18 nm the total reading error is

\[
\varsigma=\sqrt{0.12^2+(0.886\times0.10)^2}=0.149\ \text{N/m},
\]

and hence \(\ell=(316\times0.149^2/4)^{1/4}=1.15\) nm. Results in GPa are:

| \(h\) (nm) | true | noise-free output | recovered | std. dev. |
|---:|---:|---:|---:|---:|
| 0 | −0.700 | −0.560 | −0.550 | 0.035 |
| 6 | −0.330 | −0.333 | −0.332 | 0.017 |
| 18 | 0.886 | 0.874 | 0.888 | 0.018 |
| 24 | 0.201 | 0.208 | 0.178 | 0.017 |
| 48 | −0.200 | −0.200 | −0.210 | 0.017 |
| 60 | −0.200 | −0.200 | −0.164 | 0.035 |

The noise-free column shows the smoothing bias, together with an error of about \(+0.001\) GPa at the peak from the 0.5 nm nodes. At the peak the sum is \(-0.013\) GPa, so smoothing alone accounts for \(-0.014\) GPa. The leading estimate \(-\ell^4s''''\), with \(s''''\simeq12\times1.1/6^4=0.0102\) GPa/nm\(^4\), gives \(-0.018\) GPa. It overshoots partly because \(1-T=(k\ell)^4/[1+(k\ell)^4]\) is smaller than \((k\ell)^4\) for every component of the Gaussian. It also takes \(\ell\) as constant, whereas the reading error, and with it \(\ell\), falls on both sides of the peak. That the recovered peak lies so close to the true one is luck: here noise offsets the bias.

At \(h=0\) the recovered value is wrong by 0.150 GPa, more than four standard deviations. This is the end bias. There \(a\simeq0.10\) GPa/nm, \(b\simeq-0.02\) GPa/nm\(^2\) and \(\ell\simeq1.11\) nm, so the formula gives \(0.157-0.025=0.132\) GPa, against 0.140 GPa in the noise-free output. Most of the remaining gap arises because the first reading lies at 0.25 nm, whereas the formula assumes readings that cover the record down to \(h=0\). The same analysis predicts an offset bias of about \(-0.085\) N/m; noise-free data give about \(-0.10\) N/m. The recovered \(F_0=4.688\) N/m lies 0.112 N/m below the true 4.800 N/m, but it also carries a standard deviation of about 0.07 N/m. At 60 nm the true stress is flat and the bias is negligible, but the standard deviation is twice its interior value.

Between 5 and 55 nm the root-mean-square error is 0.016 GPa. Over the whole record the median absolute error is 0.011 GPa, against 0.48 GPa for raw differencing.

## Using the setting

Quote \(\ell\) with the stress curve, since \(\lambda\) alone says nothing about resolution. Treat structure narrower than a few \(\ell\), and values within a few \(\ell\) of either end, as shaped by the smoothing.

The standard deviations come from the covariance \(G\Sigma G^T\), where \(G=(B^TWB+\lambda P)^{-1}B^TW\) and \(\Sigma=W^{-1}\). They describe scatter at fixed \(\lambda\) and omit bias. Simulated records with thickness errors reproduced these variances to about one per cent when averaged from 5 to 55 nm; at the two ends the agreement is only to several per cent. Leaving out the thickness errors gave 0.72 of the simulated variance near the peak.

Do not rely blindly on the automatic choice. Over repeated simulated records, its stress error was typically 1.12 times that of the best \(\lambda\) on the grid, but 2.3 times in the worst of 60 records. That is not an upper limit: a longer series can contain worse cases. Repeat the evaluation with \(\lambda\) a factor of 16 lower and higher, which halves and doubles \(\ell\). At the lower value the noise is about 2.8 times larger, so a weak, broad feature can disappear among the wiggles and still be real; judge it by its height relative to the standard deviation at the chosen value. Two standard deviations are not enough: in a record as long as the worked one, noise alone often produces a bump that high somewhere, and occasionally one of three. If a peak drops markedly at the higher value, its height at the chosen value may already be somewhat low. The numerical output below gives the remaining values.

## Computed results

```
substrate modulus 180 GPa, thickness 200 um
readings 240, final thickness 60 nm, spacing 0.25 nm
noise: curvature 1.0e-04 1/m, thickness 0.10 nm
factor M H^2/6 = 1200.0 N; force noise 0.120 N/m
initial curvature 0.0040 1/m = 4.800 N/m
last reading: curvature 0.00184 1/m, F 2.209 N/m
true final F without offset -2.802 N/m
film modulus 150 GPa; increment correction at end -4.00e-04
relaxing film: arriving 1.00, final -0.30 GPa, relaxation thickness 10 nm
  at h=20 nm: dF/dh -0.1241 GPa, buried part -1.1241 GPa
  at z=10 nm, h=40 nm: relaxing -0.2353 GPa, frozen twin 0.1782 GPa
uniform test: error 0.12 N/m, ell 2.0 nm
  k*ell 0.5: transfer computed 0.9415, law 0.9412
  k*ell 1.0: transfer computed 0.5003, law 0.5000
  k*ell 1.5: transfer computed 0.1650, law 0.1649
  interior sd: computed 0.00631, law 0.00631 GPa
  end bias, slope 0.1 GPa/nm: computed 0.2831, law 0.2828 GPa
raw difference sd: simulated 0.677, law 0.679 GPa
selected lambda 316.2 nm/GPa^2, trace 20.86
minimum risk estimate 5.11
at 18 nm: total error 0.1492 N/m, ell 1.152 nm
at 48 nm: total error 0.1217 N/m, ell 1.040 nm
recovered offset F0 4.688 N/m
h (nm): true, noise-free output, recovered, sd (GPa)
   0:  -0.6999  -0.5603  -0.5496  0.0348
   6:  -0.3304  -0.3330  -0.3320  0.0174
  12:   0.1593   0.1665   0.1786  0.0172
  18:   0.8863   0.8735   0.8876  0.0177
  24:   0.2006   0.2078   0.1781  0.0174
  36:  -0.2002  -0.2003  -0.1934  0.0171
  48:  -0.2000  -0.2000  -0.2096  0.0171
  60:  -0.2000  -0.2000  -0.1640  0.0348
rms error from 5 to 55 nm 0.0164 GPa
largest smoothing bias from 5 to 55 nm 0.0129 GPa
median abs error: regularised 0.0114, raw 0.4839 GPa
largest gap to smoothing spline 0.00115 GPa
mean risk estimate 17.79, mean true loss 17.83
variance simulated/predicted: all 0.987, peak 0.991
peak variance without thickness error / simulated 0.719
error ratio, selected to best lambda: median 1.124, largest 2.277
thickness scale 1.02: stress ratio 0.9807, expected 0.9804
```
